# Variance of the Mean Position of an Exponentially Correlated Edge: a program that tests the result

```python
"""
Result under test: an edge x(y) with zero mean and covariance
    E[x(y) x(y')] = sigma^2 exp(-|y-y'|/xi)
has, when averaged over a window of length L, a mean whose variance is
    V = (2 sigma^2 xi/L) [1 - (xi/L)(1 - exp(-L/xi))].
sigma: standard deviation of the edge position at one point (nm)
xi:    correlation length along the edge (nm)
L:     window length (nm)
V is a variance over an ensemble of windows, not the variance in a window.
"""
import math
import numpy as np
import sympy as sp
from scipy.integrate import quad


def mean_variance(sigma, xi, length):
    ratio = xi / length
    return 2 * sigma**2 * ratio * (1 + ratio * math.expm1(-1 / ratio))


nodes, weights = np.polynomial.legendre.leggauss(80)
nodes = (nodes + 1) / 2
weights = weights / 2


def double_integral(covariance, length):
    """Average of the covariance over all pairs of points in the window."""
    total = 0.0
    for node, weight in zip(nodes, weights):
        y = length * node
        below = y * np.sum(weights * covariance(y * nodes))
        rest = length - y
        above = rest * np.sum(weights * covariance(rest * nodes))
        total += weight * (below + above) / length
    return total


def pair_integral(covariance, length):
    """Same average, with pairs collected by their separation."""
    cuts = [0, min(20.0, length / 4), length / 2, length]
    value = sum(quad(lambda s: (length - s) * covariance(s), a, b,
                     epsabs=1e-11, epsrel=1e-10, limit=200)[0]
                for a, b in zip(cuts[:-1], cuts[1:]))
    return 2 * value / length**2


def spectral_variance(sigma, xi, length, blur=0.0, average=True):
    """Integral of the power spectrum times the window and blur filters."""
    step = 0.005
    u = np.arange(0, 2000 + step, step)
    f = u / length
    power = 2 * sigma**2 * xi / (1 + (2 * np.pi * f * xi)**2)
    power = power * np.exp(-(2 * np.pi * f * blur)**2)
    if average:
        power = power * np.sinc(u)**2
    return 2 * (np.sum(power) - 0.5 * (power[0] + power[-1])) * step / length


# Formula against the definition and against the spectral integral.
worst_direct = 0.0
worst_spectral = 0.0
for length in (0.2, 1.0, 2.0, 7.0, 50.0):
    formula = mean_variance(1.3, 1.0, length)
    direct = double_integral(lambda s: 1.3**2 * np.exp(-s), length)
    spectral = spectral_variance(1.3, 1.0, length)
    worst_direct = max(worst_direct, abs(formula / direct - 1))
    worst_spectral = max(worst_spectral, abs(spectral / direct - 1))
assert worst_direct < 1e-9
assert worst_spectral < 1e-7

# Collecting pairs by separation must hold for another covariance as well.
for length in (1.0, 6.0):
    direct = double_integral(lambda s: np.exp(-s**2), length)
    assert abs(pair_integral(lambda s: math.exp(-s**2), length)
               / direct - 1) < 1e-8

# Symbolic integration of the exponential case.
S, X, W, s_sym = sp.symbols("S X W s", positive=True)
symbolic = sp.integrate(2 * S**2 * (W - s_sym) * sp.exp(-s_sym / X) / W**2,
                        (s_sym, 0, W))
claimed = 2 * S**2 * X / W * (1 - X / W * (1 - sp.exp(-W / X)))
assert sp.simplify(sp.expand(symbolic - claimed)) == 0

# Short-window and long-window laws, with the size of the next term.
u = 0.1
direct = double_integral(lambda s: np.exp(-s), u)
remainder = direct - (1 - u / 3 + u**2 / 12)
assert -u**3 / 60 < remainder < -0.9 * u**3 / 60
u = 8.0
direct = double_integral(lambda s: np.exp(-s), u)
remainder = direct - 2 / u * (1 - 1 / u)
assert abs(remainder / (2 * math.exp(-u) / u**2) - 1) < 1e-6


# Non-Gaussian edge: every path of a two-valued Markov chain is enumerated.
def telegraph_variance(points, window):
    codes = np.arange(2**points)
    paths = 2 * ((codes[:, None] >> np.arange(points)) & 1) - 1
    flip = (1 - math.exp(-window / points)) / 2
    flips = np.sum(paths[:, 1:] != paths[:, :-1], axis=1)
    probability = 0.5 * flip**flips * (1 - flip)**(points - 1 - flips)
    assert abs(np.sum(probability) - 1) < 1e-12
    return np.sum(probability * paths.mean(axis=1)**2)


# The sampling error is even in the spacing; one extrapolation removes
# its leading term and leaves an error of fourth order.
telegraph = (4 * telegraph_variance(14, 2.0)
             - telegraph_variance(7, 2.0)) / 3
assert abs(telegraph - mean_variance(1, 1, 2)) < 1e-4

# Simulated Gaussian edges: window 40, correlation length 20, spacing 1.
rng = np.random.default_rng(20)
lines, rows = 40000, 40
cross = 0.3
decay = math.exp(-1 / 20)


def correlated_pair():
    a = rng.standard_normal(lines)
    b = rng.standard_normal(lines)
    return a, cross * a + math.sqrt(1 - cross**2) * b


left = np.empty((lines, rows))
right = np.empty((lines, rows))
left[:, 0], right[:, 0] = correlated_pair()
for j in range(1, rows):
    kick_left, kick_right = correlated_pair()
    left[:, j] = decay * left[:, j - 1] + math.sqrt(1 - decay**2) * kick_left
    right[:, j] = (decay * right[:, j - 1]
                   + math.sqrt(1 - decay**2) * kick_right)
expected = mean_variance(1, 20, 40)
simulated = np.var(left.mean(axis=1))
simulated_within = np.mean(np.var(left, axis=1))
simulated_width = np.var((right - left).mean(axis=1))
noisy = (left + 3.0 * rng.standard_normal((lines, rows))
         + 0.5 * rng.standard_normal((lines, 1)))
simulated_noisy = np.var(noisy.mean(axis=1))
# Relative sampling error of a variance is sqrt(2/lines) = 0.7 percent;
# the tolerance is five times that.
tolerance = 5 * math.sqrt(2 / lines)
assert abs(simulated / expected - 1) < tolerance
assert abs(simulated_within / (1 - expected) - 1) < tolerance
assert abs(simulated_width / (2 * (1 - cross) * expected) - 1) < tolerance
assert abs(simulated_noisy / (expected + 9 / rows + 0.25) - 1) < tolerance

print("TESTS")
print(f"largest relative gap, formula vs double integral: {worst_direct:.1e}")
print(f"largest relative gap, spectrum vs double integral: "
      f"{worst_spectral:.1e}")
print(f"L/xi=2: formula V/sigma^2 = {expected:.5f}")
print(f"L/xi=2: two-valued edge V/sigma^2 = {telegraph:.5f}")
print(f"L/xi=2: simulated V/sigma^2 = {simulated:.4f} ({lines} lines)")
print(f"L/xi=2: simulated variance inside window/sigma^2 = "
      f"{simulated_within:.4f}")

# Worked example: rough typical values for EUV resist lines.
sigma, xi = 1.0, 20.0
line_width = 16.0
row_spacing = 2.0
noise = 0.5
blur = 2.0
hurst = 0.7
edge_correlation = 0.2
offset = 0.2
xi_error = 0.25
target = 0.1
print("EXAMPLE INPUTS (rough typical values)")
print(f"sigma = {sigma} nm, xi = {xi} nm, line width = {line_width} nm")
print(f"row spacing = {row_spacing} nm, noise per row and edge = {noise} nm")
print(f"rms blur along edge = {blur} nm, other roughness exponent = {hurst}")
print(f"edge correlation c = {edge_correlation}, "
      f"rms window offset of an edge = {offset} nm")
print(f"relative error of xi = {100 * xi_error:.0f} %, "
      f"target error of mean width = {target} nm")

for length in (40.0, 1000.0):
    variance = mean_variance(sigma, xi, length)
    count = int(round(length / row_spacing))
    y = (np.arange(count) + 0.5) * row_spacing
    sampled = np.mean(sigma**2 * np.exp(-np.abs(y[:, None] - y) / xi))
    other = pair_integral(
        lambda s: sigma**2 * math.exp(-(s / xi)**(2 * hurst)), length)
    blurred = spectral_variance(sigma, xi, length, blur)
    longer = mean_variance(sigma, xi * (1 + xi_error), length)
    width_sd = math.sqrt(2 * variance)
    windows = math.ceil(2 * variance / target**2)

    def change(value):
        return 100 * (value / variance - 1)

    print(f"WINDOW L = {length:.0f} nm, L/xi = {length / xi:.0f}")
    print(f"variance of mean edge = {variance:.5f} nm^2")
    print(f"standard deviation of mean edge = {math.sqrt(variance):.4f} nm")
    print(f"long-window law 2 sigma^2 xi/L = "
          f"{2 * sigma**2 * xi / length:.5f} nm^2")
    print(f"effective independent samples = {sigma**2 / variance:.2f}")
    print(f"rms roughness inside window = "
          f"{math.sqrt(sigma**2 - variance):.4f} nm")
    print(f"standard deviation of mean width, c=0: {width_sd:.4f} nm "
          f"= {100 * width_sd / line_width:.2f} % of width")
    print(f"if {count} rows were independent, mean edge: "
          f"{sigma / math.sqrt(count):.4f} nm")
    print(f"independent windows for target, c=0: {windows}")
    print("changes of the mean-edge variance from neglected effects:")
    print(f"  finite row spacing: {change(sampled):+.3f} %")
    print(f"  detection noise: {change(variance + noise**2 / count):+.2f} %")
    print(f"  other roughness exponent: {change(other):+.2f} %")
    print(f"  blur along edge: {change(blurred):+.2f} %")
    print(f"  larger xi: {change(longer):+.2f} %")
    print(f"  window offset: {change(variance + offset**2):+.2f} %")
    total = math.sqrt(variance + offset**2)
    print(f"  mean-edge standard deviation with offset: {total:.4f} nm")

point_blurred = spectral_variance(sigma, xi, 1000.0, blur, average=False)
print("BOTH WINDOWS")
print(f"blur changes the pointwise variance by "
      f"{100 * (point_blurred / sigma**2 - 1):+.2f} %")
print(f"edge correlation changes the mean-width variance by "
      f"{100 * ((1 - edge_correlation) - 1):+.0f} %")
print("every check passed")
```

It prints:

```
TESTS
largest relative gap, formula vs double integral: 5.6e-16
largest relative gap, spectrum vs double integral: 2.7e-10
L/xi=2: formula V/sigma^2 = 0.56767
L/xi=2: two-valued edge V/sigma^2 = 0.56767
L/xi=2: simulated V/sigma^2 = 0.5696 (40000 lines)
L/xi=2: simulated variance inside window/sigma^2 = 0.4321
EXAMPLE INPUTS (rough typical values)
sigma = 1.0 nm, xi = 20.0 nm, line width = 16.0 nm
row spacing = 2.0 nm, noise per row and edge = 0.5 nm
rms blur along edge = 2.0 nm, other roughness exponent = 0.7
edge correlation c = 0.2, rms window offset of an edge = 0.2 nm
relative error of xi = 25 %, target error of mean width = 0.1 nm
WINDOW L = 40 nm, L/xi = 2
variance of mean edge = 0.56767 nm^2
standard deviation of mean edge = 0.7534 nm
long-window law 2 sigma^2 xi/L = 1.00000 nm^2
effective independent samples = 1.76
rms roughness inside window = 0.6575 nm
standard deviation of mean width, c=0: 1.0655 nm = 6.66 % of width
if 20 rows were independent, mean edge: 0.2236 nm
independent windows for target, c=0: 114
changes of the mean-edge variance from neglected effects:
  finite row spacing: +0.210 %
  detection noise: +2.20 %
  other roughness exponent: +6.28 %
  blur along edge: -0.70 %
  larger xi: +10.36 %
  window offset: +7.05 %
  mean-edge standard deviation with offset: 0.7795 nm
WINDOW L = 1000 nm, L/xi = 50
variance of mean edge = 0.03920 nm^2
standard deviation of mean edge = 0.1980 nm
long-window law 2 sigma^2 xi/L = 0.04000 nm^2
effective independent samples = 25.51
rms roughness inside window = 0.9802 nm
standard deviation of mean width, c=0: 0.2800 nm = 1.75 % of width
if 500 rows were independent, mean edge: 0.0447 nm
independent windows for target, c=0: 8
changes of the mean-edge variance from neglected effects:
  finite row spacing: +0.087 %
  detection noise: +1.28 %
  other roughness exponent: -8.29 %
  blur along edge: -0.02 %
  larger xi: +24.36 %
  window offset: +102.04 %
  mean-edge standard deviation with offset: 0.2814 nm
BOTH WINDOWS
blur changes the pointwise variance by -10.35 %
edge correlation changes the mean-width variance by -20 %
every check passed
```
